A four-point probe parallel to the insulating edge of a sheet

**The question**

Four point tips, numbered 1 to 4, stand in a straight row with equal pitch s on a thin conducting film. The film is uniform and isotropic, with resistivity ρ, thickness t much smaller than s, and sheet resistance R_s = ρ/t. A current I enters the film at tip 1 and leaves at tip 4. A voltmeter that draws no current reads V = V₂ − V₃. The row is parallel to a straight insulating edge at distance d, and all other edges are far away, so that the film fills a half-plane.

**Part (a)**

*Find the potential around a single current tip on an unbounded sheet. Hence find the rule that converts V/I into sheet resistance when no edge is near.*

**Answer.** Because the film is thin, the current is described by a sheet current density K, the current per unit width. Around one tip on an unbounded isotropic sheet the flow is radial. The same current I crosses every circle of radius r, so

2πr K = I, and K = I/(2πr).

Ohm's law for the sheet is E = R_s K. Since E = −dφ/dr, integration gives

φ(r) = −(I R_s/2π) ln r + constant.

The logarithm needs a unit of length. Changing that unit alters only the constant, which cancels in a voltage difference. A tip that extracts current has the same potential with I replaced by −I.

Ohm's law is linear, so the potentials of tips 1 and 4 add. Tip 2 is at distance s from tip 1 and 2s from tip 4. For tip 3 these distances are interchanged. Therefore

V₂ = −(I R_s/2π)(ln s − ln 2s) = +(I R_s/2π) ln 2,

V₃ = −(I R_s/2π)(ln 2s − ln s) = −(I R_s/2π) ln 2.

Their difference is the voltage on the unbounded sheet:

V_∞ = I R_s (ln 2)/π.

Solving for the sheet resistance gives the rule

R_app = (π/ln 2)(V/I).

The subscript marks an apparent value, which equals R_s when the sheet is unbounded. The pitch has dropped out because only ratios of distances enter.

**Part (b)**

*The edge is now present. Show that it can be replaced by image currents, and find their sign.*

**Answer.** Let the edge be the line y = 0 and let the film occupy y > 0. No current may cross the edge, so K_y = 0 there. Consider a tip at (0, d) that injects I, and try an image current I′ at (0, −d) on an imagined unbounded sheet.

A source of current I produces a density of magnitude I/(2πr) directed away from it. Its y component is I/(2πr²) times the y displacement from the source. At the edge point (x, 0) that displacement is −d from the tip and +d from the image. Both distances satisfy r² = x² + d². Hence

K_y(x, 0) = [I(−d) + I′(+d)]/[2π(x² + d²)] = (I′ − I)d/[2π(x² + d²)].

This vanishes for every x if I′ = I. The image of a source is a source, and the image of a sink is a sink.

The image must not disturb the other conditions of the problem. It lies at y < 0, outside the film, so it adds no source within the film. The net current leaving a small circle around the real tip is still I. The potential therefore has the correct sources and the correct edge condition.

If no current is driven through the film from far away, it is also the only such potential, apart from a constant. Suppose that two solutions for the source and sink pair differ by u. Then u satisfies Laplace's equation throughout the film, with no sources, and has zero normal derivative on the edge. Multiplying ∇²u = 0 by u and integrating by parts gives

∫|∇u|² dA = ∮ u (∂u/∂n) dl.

The edge contributes nothing to the right-hand side. Because the tips inject no net current and none is driven from far away, the potential stays bounded and its gradient falls at least as fast as 1/r² at large r. The distant semicircle has a length proportional to r, so its contribution vanishes as well. Thus ∇u = 0 everywhere, and u is constant.

Physically, the edge turns back the current that would have crossed it. The returned current adds to the flow beneath the probe.

**Part (c)**

*Find the ratio F = R_app/R_s for any d. Evaluate it for an edge one pitch from the row.*

**Answer.** The image row lies a perpendicular distance 2d from the real row. The image of tip 1 is at distance √(s² + 4d²) from tip 2 and √(4s² + 4d²) from tip 3. It carries +I, so its contribution to V₂ − V₃ is

ΔV₁ = −(I R_s/2π)[ln√(s² + 4d²) − ln√(4s² + 4d²)]

= (I R_s/4π) ln[(4s² + 4d²)/(s² + 4d²)].

The factor 1/2 from the square roots has changed 2π into 4π. The image of tip 4 carries −I, and its distances to tips 2 and 3 are interchanged:

ΔV₄ = +(I R_s/2π)[ln√(4s² + 4d²) − ln√(s² + 4d²)] = ΔV₁.

The two reversals, of current and of distances, compensate. The total image contribution is

ΔV = (I R_s/2π) ln[(4s² + 4d²)/(s² + 4d²)].

It is positive because the numerator exceeds the denominator by 3s². The rule of part (a) is proportional to V at fixed I, so

F = (V_∞ + ΔV)/V_∞ = 1 + ln[(4s² + 4d²)/(s² + 4d²)]/(2 ln 2).

At d = s the argument of the logarithm is 8s²/5s² = 8/5. Thus

F = 1 + ln(8/5)/(2 ln 2) = 1 + 0.4700/1.3863 = 1.339.

The unbounded-sheet rule overestimates the sheet resistance by 34 percent of its true value. The film itself has not become more resistive. The error comes from applying a conversion factor that belongs to a different geometry.

**Part (d)**

*Examine the limits d → 0 and d ≫ s. How far from the edge must the row be for an error of one percent? What changes if the edge is a grounded perfect conductor?*

**Answer.** For d → 0 the argument of the logarithm tends to 4. Since ln 4 = 2 ln 2, F = 2. The tips then feed a half-plane instead of a full plane. The same current passes through half the angular range, which doubles the current density and the voltage.

For the opposite limit, write the argument as

(4s² + 4d²)/(s² + 4d²) = 1 + 3s²/(s² + 4d²).

This decreases steadily as d grows, and so does F. When d ≫ s the fraction is close to 3s²/(4d²). Using ln(1 + x) ≈ x for small x gives, to leading order,

F − 1 ≈ 3s²/(8d² ln 2).

The error falls as the inverse square of the distance. For an error of one percent, the full formula requires

ln[(4s² + 4d²)/(s² + 4d²)] = 0.02 ln 2.

Let q = 2^0.02 and u = d²/s². Then 4 + 4u = q(1 + 4u). Collecting the terms in u gives 4u(q − 1) = 4 − q, so

d/s = √{(4 − q)/[4(q − 1)]} = 7.31.

A row parallel to one straight insulating edge must therefore stand at least 7.3 pitches away to keep this error within one percent, provided that the other edges are much more remote.

At a grounded, perfectly conducting edge the condition is φ = 0. Each edge point is equally far from a tip and its image, so their potentials cancel if I′ = −I. Every image contribution changes sign, and the ratio becomes

F_grounded = 1 − (F − 1) = 2 − F.

At d = s this is 0.661, an underestimate of 34 percent. The direction of the error thus depends on the electrical nature of the edge, even though the distance is the same.

These results can be tested without images by solving for the currents in a resistor network. The network used here has a spacing of s/16 near the probe, with larger cells farther out, and extends to 1000 pitches. Its voltages, divided by I R_s (ln 2)/π, compare with the formula as follows:

- insulating edge, d = 0: network 2.0007, formula 2.0000
- insulating edge, d = s: network 1.3394, formula 1.3390
- insulating edge, d = 2s: network 1.1176, formula 1.1172
- grounded edge, d = s: network 0.6613, formula 0.6610

For the insulating edge at d = s, refining the spacing from s/8 to s/16 changes the network ratio by −0.0012. The remaining difference from the formula is smaller than this shift.

**Part (e)**

*A nickel monosilicide film 20 nm thick has a resistivity of 15 µΩ cm and lies on buried oxide. A probe of 1 mm pitch carrying 1 mA stands 1 mm from one edge. What does it read, and what would a user of the unbounded-sheet rule conclude?*

**Answer.** The film parameters are rough typical values for this silicide. With the thickness written as 20 × 10⁻⁷ cm,

R_s = (15 × 10⁻⁶ Ω cm)/(20 × 10⁻⁷ cm) = 7.50 Ω per square.

Far from all edges the voltage would be

V_∞ = (1 mA)(7.50 Ω)(0.22064) = 1.655 mV,

where 0.22064 is (ln 2)/π. One pitch from the edge it is

V = 1.3390 × 1.655 mV = 2.216 mV.

The unbounded-sheet rule turns this into

R_app = 2.216 mV/(1 mA × 0.22064) = 10.04 Ω per square.

If the thickness is known, the user infers a resistivity of

ρ_app = (10.04 Ω)(20 × 10⁻⁷ cm) = 20.1 µΩ cm.

If instead the resistivity is known, the inferred thickness is

t_app = (15 × 10⁻⁶ Ω cm)/(10.04 Ω) = 14.9 nm.

The geometric error can thus pass for a poorly conducting silicide or for a film that is a quarter too thin. Changing the current does not reveal it, because V remains proportional to I. Moving the probe away from the edge does: on a uniform film, F falls from 1.339 at d = s to 1.117 at d = 2s. The remedy is to divide the apparent value by F for the actual distance, which here restores 7.50 Ω per square.

**Part (f)**

*Suppose that the reading is corrected by the factor 1.339. Which neglected effects limit the result on a real coupon?*

**Answer.** For the displacements assumed below, the largest effects are errors of position, and the largest from any single displacement is that of the edge. Put δ = d/s and differentiate F:

dF/dδ = [2δ/(1 + δ²) − 8δ/(1 + 4δ²)]/(2 ln 2).

At δ = 1 the bracket is 1 − 1.6 = −0.6, so dF/dδ = −0.6/1.3863 = −0.433. If the row is 0.05 mm closer to the edge than intended, the linear estimate of the relative rise in voltage is 0.433 × 0.05/1.339 = 1.6 percent. The full formula gives 1.68 percent, the difference being due to the curvature of F.

For equal displacements, the reading is about three times as sensitive to the position of tip 2 along the row. Let tip 2 move toward tip 1 by a small distance εs. In units of I R_s/2π, its potential rises by ε times the sum of four terms: 1 from tip 1, 1/2 from tip 4, 1/5 from the image of tip 1 and 1/4 from the image of tip 4. The sum is 1.95. In the same units the original voltage is 1.3863 + 0.4700 = 1.8563. A displacement of 0.01 mm, or ε = 0.01, therefore raises the reading by 0.01 × 1.95/1.8563 = 1.05 percent.

By symmetry, an equal displacement of tip 3 along the row matters as much to first order. If both inner tips are displaced outward by 0.01 mm, the two shifts add to 2.1 percent, more than the edge error above. The two remaining geometric effects estimated here are smaller. On a square coupon of side 100 mm, with the row centred along the near edge, the network gives a further rise of about 0.06 percent from the three remote edges. A metal tip of radius a, if its contact resistance is low enough, makes the film beneath it an equipotential disc. In a local field E the disc adds a dipole potential of order E a²/s at distance s, compared with a potential drop of order E s between tips. The relative effect is therefore a small multiple of (a/s)². The discs short out part of the film, so they lower the reading. With all four tips treated as equipotential discs at d = s, the reduction is about 2.3 (a/s)². Since (a/s)² is 0.06 percent for a = 25 µm, this is about 0.15 percent.

Temperature enters through the film's own resistivity. With a rough coefficient of 0.3 percent per kelvin, a room drift of 1 K changes R_s by 0.3 percent. The heat that the measuring current produces in the film itself causes much less change. The power scale I²R_s is 7.5 µW. The total dissipated in the film, I(V₁ − V₄), is about 1.7 times this for contacts of radius 25 µm, and it is spread over the film. Suppose that a power I²R_s flows down through the oxide under one tip, a disc of radius a = 25 µm and thickness t_ox = 145 nm, and then spreads into a silicon substrate. With rough thermal conductivities k_ox = 1.4 W/(m K) and k_Si = 150 W/(m K), the thermal resistance is t_ox/(πa²k_ox) + 1/(4ak_Si) ≈ 53 + 67 = 120 K/W, which on this assumption gives a warming of about 1 mK. Heat generated at the metal contact itself is not included. It can matter if the contact is poor: at 1 mA a contact resistance of 1 kΩ dissipates 1 mW, which the same thermal resistance turns into a local warming of about 0.12 K. These figures hold for a true contact radius of 25 µm. A hard tip with 25 µm radius of curvature touches over only a few micrometres under a typical load. For a = 4 µm the same formula gives about 2500 K/W, and 1 mW then gives about 2.5 K if none of the heat leaves through the tip. The contact pressure is then of order 10 GPa, which can damage so thin a film or the oxide beneath it.

The two-dimensional description is very good here. In a film with insulating top and bottom faces, the slowest-decaying variation through the thickness has the form cos(πz/t). Laplace's equation then makes it fall with lateral distance roughly as exp(−πr/t). The decay length t/π is 6.4 nm, whereas the pitch is 1 mm.

Leakage through the oxide is also negligible for an intact layer. Balancing sheet conduction against leakage to a substrate at uniform potential gives the length √(ρ_ox t_ox/R_s). For a 145 nm oxide with a rough resistivity of 10¹⁴ Ω cm this is of order 100 m, far more than the coupon's size.

A silicide formed directly on conducting silicon may break this last assumption. Suppose that the layer beneath has sheet resistance R_b, is thin compared with the pitch, ends at the same edge and is well connected to the film everywhere. The two layers then conduct in parallel, and the reading is multiplied by R_b/(R_s + R_b). Keeping that reduction below one percent requires R_b > 99R_s. Dividing by the edge factor does not remove this error, because F corrects the geometry and not an additional current path.

The numerical output below lists the main values computed for these answers.

Table of computed values

```
TESTS (lengths in pitches, voltages in I*R_sheet)
unbounded sheet V: formula 0.22064, network 0.22071
factor at d/s = 0: formula 2.0000, network 2.0007
factor at d/s = 1: formula 1.3390, network 1.3394
factor at d/s = 2: formula 1.1172, network 1.1176
factor at d/s = 4: formula 1.0325, network 1.0328
mesh shift of factor at d=s, h=s/8 to s/16: -0.00121
grounded edge at d=s: formula 0.6610, network 0.6613
current leaving real tip / I: 1.000000
ln(8/5) = 0.4700, 2 ln 2 = 1.3863
overestimate at d=s: 33.90 percent
distance for 1 percent error: 7.31 pitches
EXAMPLE (rough typical NiSi film on buried oxide)
film thickness: 20 nm
film resistivity: 15 uohm cm
pitch: 1.0 mm, edge distance: 1.0 mm
current: 1.0 mA, coupon side: 100 mm
true sheet resistance: 7.50 ohm per square
voltage far from edges: 1.655 mV
voltage near edge: 2.216 mV
apparent sheet resistance: 10.04 ohm per square
correction divisor: 1.3390
false resistivity if thickness known: 20.1 uohm cm
false thickness if resistivity known: 14.9 nm
NEGLECTED EFFECTS (change of the voltage near the edge)
edge closer by 0.05 mm: +1.68 percent
tip 2 moved 0.01 mm toward tip 1: +1.05 percent
three remote coupon edges: +0.055 percent
tip radius 25 um, order (a/s)^2: 0.063 percent
temperature coefficient (rough): 0.3 percent per K
room drift of 1 K: 0.3 percent
Joule power scale I^2 R_sheet: 7.50 uW
film heating estimate at a tip: 0.90 mK
buried oxide: 145 nm, 1e+14 ohm cm
oxide leakage length: 139 m
vertical decay length t/pi: 6.4 nm
```
